# Xe+ 5p Splitting from Koopmans and Second-Order Self-Energies

The ion Xe\(^+\) has two low levels, \(^2P_{3/2}\) and \(^2P_{1/2}\), formed by removing a 5p electron from the closed-shell atom. Their measured separation is 10537 cm\(^{-1}\) (1.306 eV). This question computes it from frozen spinors and then from a correlated ionization method.

**Conventions.** The Hamiltonian is of Dirac–Coulomb type with a point nucleus, and the rest energy is subtracted. Electron–positron pairs, the Breit interaction and radiative corrections are left out. Energies are in hartree and splittings in cm\(^{-1}\), with 1 hartree = \(2.1947\times10^5\) cm\(^{-1}\). Spinors \(i,j\) are occupied in the atom, \(a,b\) are virtual, and \(p,q,r,s,x,y\) are general unless restricted. With

\[
\langle pq|rs\rangle=\iint \varphi_p^\dagger(1)\varphi_q^\dagger(2)\,\frac{1}{r_{12}}\,\varphi_r(1)\varphi_s(2),\qquad \langle pq||rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle ,
\]

the Hamiltonian and the mean field are

\[
H=\sum_{pq}h_{pq}\,p^\dagger q+\tfrac14\sum_{pqrs}\langle pq||rs\rangle\,p^\dagger q^\dagger s r,\qquad
h_{pq}+u_{pq}=\varepsilon_p\delta_{pq},\qquad u_{pq}=\sum_i\langle pi||qi\rangle .
\]

## Part (a): frozen spinors

*Show that removing spinor \(p\) from the closed shell, with all spinors frozen, costs \(-\varepsilon_p\). Which hole gives which level of the ion?*

**Answer.** The determinant \(\Phi_0\) of the atom has the energy

\[
E(N)=\sum_i h_{ii}+\tfrac12\sum_{ij}\langle ij||ij\rangle .
\]

Taking out \(p\) removes \(h_{pp}\) and every pair containing \(p\). In the double sum \(p\) occurs once as \(i\) and once as \(j\), which cancels the factor \(\tfrac12\); the term \(i=j=p\) is zero by antisymmetry. Hence

\[
E(N-1)-E(N)=-h_{pp}-\sum_i\langle pi||pi\rangle=-\varepsilon_p .
\]

A closed shell has \(J=0\). Removing an electron with quantum numbers \(j,m\) therefore leaves an ion with \(J=j\), \(M=-m\). The 5p\(_{1/2}\) electron is the more tightly bound one, so its removal gives the upper level, \(^2P_{1/2}\). With ionization energies \(I_j\), the splitting is

\[
\Delta=I_{1/2}-I_{3/2},\qquad \Delta_{\rm K}=\varepsilon_{3/2}-\varepsilon_{1/2}.
\]

## Part (b): two-component spinors

*The converged four-component Fock matrix, in orthonormal large (L) and small (S) bases of equal size \(n\), has \(n\) positive-energy solutions with coefficient blocks \(A\) (large) and \(B\) (small). Construct a two-component matrix with the same \(n\) eigenvalues. What remains approximate when its spinors are used for correlation?*

**Answer.** Let \(e\) be the diagonal matrix of the positive-energy eigenvalues. If \(A\) is invertible, define \(X=BA^{-1}\), so that

\[
F\begin{pmatrix}A\\ XA\end{pmatrix}=\begin{pmatrix}A\\ XA\end{pmatrix}e,\qquad A^\dagger(1+X^\dagger X)A=1 .
\]

The second equation is the normalization. Put \(R=(1+X^\dagger X)^{-1/2}\) and \(A=RU\). Since \(R\) is Hermitian and \(R(1+X^\dagger X)R=1\), the normalization becomes \(U^\dagger U=1\), and \(U\) is unitary. The rectangular matrix

\[
T=\begin{pmatrix}1\\ X\end{pmatrix}R\qquad\text{obeys}\qquad T^\dagger T=R(1+X^\dagger X)R=1 .
\]

The eigenvalue equation now reads \(FTU=TUe\). Multiplying by \(T^\dagger\) from the left and by \(U^\dagger\) from the right gives

\[
F_{2c}\equiv T^\dagger FT=R\left(F_{LL}+F_{LS}X+X^\dagger F_{SL}+X^\dagger F_{SS}X\right)R=UeU^\dagger .
\]

The eigenvalues of \(F_{2c}\) are therefore the positive-energy ones. Because the decoupling follows the self-consistent calculation, they include the spin–orbit screening that the Coulomb field of the other electrons produces. For Xe the two sets of 5p energies agree within about \(10^{-10}\) hartree.

The columns of \(U\) define two-component spinors. A consistent transformation would also change the operator \(1/r_{12}\). Here the untransformed operator is used in \(\langle pq||rs\rangle\), and \(h\) is defined as \(F_{2c}-u\), so that part (a) still holds. This approximation enters the correlation step; part (f) gives its size.

## Part (c): the second-order correction

*Write \(H(\lambda)=F+\lambda V\) with \(F=\sum_p\varepsilon_p p^\dagger p\) and \(V=H-F\). Find \(E(N)-E(N-1)\) through order \(\lambda^2\) for a hole in \(p\).*

**Answer.** The one-body part of \(V\) is \(h-\varepsilon=-u\). At order zero the difference is \(\varepsilon_p\).

*First order.* Let \(S=\sum_{ij}\langle ij||ij\rangle=\sum_i u_{ii}\). In the atom, \(\langle V\rangle=\tfrac12S-S=-\tfrac12S\). In the ion \(\Phi_p=p\,\Phi_0\), the pair energy is \(\tfrac12S-u_{pp}\) and the one-body part is \(-(S-u_{pp})\), so

\[
\langle V\rangle=\left(\tfrac12S-u_{pp}\right)-\left(S-u_{pp}\right)=-\tfrac12S .
\]

The two are equal, and the first-order change vanishes. Koopmans' value is thus correct through first order.

*Second order, atom.* Single excitations do not couple, because \(-u_{ai}+\sum_j\langle aj||ij\rangle=0\). Double excitations give

\[
E_2(N)=\tfrac14\sum_{ijab}\frac{|\langle ij||ab\rangle|^2}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}.
\]

*Second order, ion.* Three kinds of excitation from \(\Phi_p\) contribute, all with \(i,j\neq p\).

1. Doubles \(ij\to ab\) give the sum above without the terms containing \(p\).
2. Singles \(i\to a\) now couple, since the field of \(p\) is missing: \(-u_{ai}+\sum_{j\ne p}\langle aj||ij\rangle=-\langle ap||ip\rangle\). Their denominator is \(\varepsilon_i-\varepsilon_a\).
3. Doubles \(ij\to pa\) refill the hole. Their denominator is \(\varepsilon_i+\varepsilon_j-\varepsilon_p-\varepsilon_a\).

A single \(i\to p\) has the coupling \(-\langle pp||ip\rangle=0\). Degenerate one-hole states thus do not mix in first order, and at second order rotational symmetry keeps different \(j,m\) apart.

Now subtract the ion from the atom. In \(E_2(N)\) the terms with \(i=p\) and those with \(j=p\) are equal, so \(\tfrac14\) becomes \(\tfrac12\). The other two contributions change sign, which is absorbed by reversing their denominators:

\[
\begin{aligned}
E_2(N)-E_2(N-1)={}&\tfrac12\sum_{iab}\frac{|\langle pi||ab\rangle|^2}{\varepsilon_p+\varepsilon_i-\varepsilon_a-\varepsilon_b}
+\sum_{i\ne p,\,a}\frac{|\langle pa||pi\rangle|^2}{\varepsilon_a-\varepsilon_i}\\
&+\tfrac12\sum_{i,j\neq p}\sum_a\frac{|\langle pa||ij\rangle|^2}{\varepsilon_p+\varepsilon_a-\varepsilon_i-\varepsilon_j}.
\end{aligned}
\]

The middle sum is what the last one would yield for \(i=p\) or \(j=p\): there are two equal cases, each with the factor \(\tfrac12\), and \(\varepsilon_p\) cancels in the denominator. Everything combines into \(\Sigma_p(\varepsilon_p)\), with

\[
\Sigma_p(\omega)=\tfrac12\sum_{iab}\frac{|\langle pi||ab\rangle|^2}{\omega+\varepsilon_i-\varepsilon_a-\varepsilon_b}
+\tfrac12\sum_{ija}\frac{|\langle pa||ij\rangle|^2}{\omega+\varepsilon_a-\varepsilon_i-\varepsilon_j}.
\]

For a small random fermion model, full diagonalization gives a \(\lambda^2\) coefficient of 0.0606646 in model units, and the formula gives the same digits.

The first sum is negative here. It is the pair correlation lost with the electron, and it raises \(I\). The second is positive for 5p and lowers \(I\). It contains the relaxation of the other spinors around the hole and the hole-refilling excitations. For a deep hole, two outer holes and a virtual electron can have nearly the same energy as the single hole. A denominator of the second sum then approaches zero, and this expansion fails.

## Part (d): using spherical symmetry

*Reduce \(\Sigma_p\) to radial integrals and sums over magnetic quantum numbers. With occupied shells up to \(l=2\), which virtual \(l\) can enter the second sum for a 5p hole?*

**Answer.** The multipole expansion of \(1/r_{12}\), with \(C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}\), gives

\[
\langle ps|xy\rangle=\sum_{kq}(-1)^q\langle p|C^k_q|x\rangle\langle s|C^k_{-q}|y\rangle R_k,
\]
\[
R_k=\iint P_pP_x(r)\,\frac{r_<^k}{r_>^{k+1}}\,P_sP_y(r')\,dr\,dr' ,
\]

where \(P\) is a radial function of a two-component spinor, and the brackets with \(C^k_q\) are spin-angular integrals. Both sums in \(\Sigma_p\) have the form \(\tfrac12\sum_{sxy}|\langle ps||xy\rangle|^2/(\omega+\varepsilon_s-\varepsilon_x-\varepsilon_y)\). With the standard phases the integrals are real. Writing \(D_{xy}=\langle ps|xy\rangle\), we have

\[
\tfrac12\sum_{xy}\frac{(D_{xy}-D_{yx})^2}{d_{xy}}=\sum_{xy}\frac{D_{xy}^2-D_{xy}D_{yx}}{d_{xy}},
\]

because the denominator \(d_{xy}\) is symmetric and the two squares contribute equally. The sum over complete shells is rotationally invariant, so \(\Sigma_p\) cannot depend on \(m_p\). For 5p\(_{3/2}\), two values of \(m_p\) agree to rounding error.

In the second sum \(x,y\) are occupied and \(s\) is virtual. The triangle rule for \(p\to x\) gives \(k\le1+2=3\), and that for \(s\to y\) gives \(l_s\le3+2=5\). Exchange obeys the same bound. The second sum therefore ends at \(l=5\), whereas the first, with two virtual spinors, has no such end.

In the nonrelativistic limit the spin decouples and both values of \(j\) must give one self-energy. For Ne 2p, with the speed of light raised thirtyfold, the values are 0.129212 and 0.129210 hartree. An independent evaluation with nonrelativistic spatial orbitals gives 0.129211 hartree.

## Part (e): the Dyson equation

*Instead of evaluating \(\Sigma_p\) at \(\varepsilon_p\), solve \(\omega=\varepsilon_p+\Sigma_p(\omega)\) and set \(I=-\omega\). Show that this is an eigenvalue problem, and find the weight of the one-hole component.*

**Answer.** Number the terms by \(n=(s;x<y)\), with \(c_n=\langle ps||xy\rangle^*\) and \(e_n=\varepsilon_x+\varepsilon_y-\varepsilon_s\). The restriction \(x<y\) replaces the factor \(\tfrac12\), so \(\Sigma_p(\omega)=\sum_n|c_n|^2/(\omega-e_n)\). Consider the Hermitian problem

\[
\varepsilon_p v_0+\sum_n c_n^*v_n=\omega v_0,\qquad c_nv_0+e_nv_n=\omega v_n .
\]

If \(\omega\) differs from every \(e_n\), the second equation gives \(v_n=c_nv_0/(\omega-e_n)\). Then \(v_0\) cannot be zero, since all \(v_n\) would vanish with it. Inserting \(v_n\) in the first equation and dividing by \(v_0\) yields the Dyson equation. When several \(e_n\) coincide, the matrix also has eigenvectors with \(\omega=e_n\) and \(v_0=0\). They contain no hole in \(p\) and are not needed here. Normalization gives

\[
Z\equiv|v_0|^2=\frac{1}{1+\sum_n|c_n|^2/(\omega-e_n)^2}=\frac{1}{1-\Sigma_p'(\omega)} .
\]

This is the pole strength. It lies between 0 and 1, since \(\Sigma_p'<0\) between poles. Expanding \(\Sigma_p\) linearly about \(\varepsilon_p\) gives \(\omega-\varepsilon_p\approx Z\,\Sigma_p(\varepsilon_p)\). This differs from part (c) in terms beyond second order, so second-order theory alone does not decide between the two choices. Couplings of \(p\) through \(\Sigma\) to other spinors of the same \(j\) and parity are left out of the Dyson equation used here; they would change the energy only beyond second order.

## Part (f): the splitting

*For Xe, with Gaussian functions up to \(l=5\) and all electrons correlated, the results in hartree are as follows. The two parts of \(\Sigma\) are taken at the solution \(\omega\).*

| Quantity | 5p\(_{1/2}\) | 5p\(_{3/2}\) |
|---|---|---|
| \(\varepsilon\) | −0.492563 | −0.439813 |
| \(\Sigma(\varepsilon)\) | −0.005089 | −0.009687 |
| two virtuals | −0.082779 | −0.079307 |
| two holes | 0.078080 | 0.070310 |
| \(Z\) (no unit) | 0.9230 | 0.9284 |

*Find both splittings, compare them with the measured one, and explain the change between them as far as the data allow.*

**Answer.** Koopmans' splitting is

\[
\Delta_{\rm K}=-0.439813+0.492563=0.052750\ \text{hartree},
\]

or 11577 cm\(^{-1}\) (1.435 eV). It lies 1040 cm\(^{-1}\), about 10 percent, above the measured 10537 cm\(^{-1}\).

Adding the two parts gives \(\Sigma_{1/2}=-0.004699\) and \(\Sigma_{3/2}=-0.008997\). The ionization energies are

\[
I_{1/2}=0.492563+0.004699=0.497262,\qquad I_{3/2}=0.439813+0.008997=0.448810 .
\]

Their difference is 0.048452 hartree, so \(\Delta=10634\) cm\(^{-1}\) (1.318 eV). This is 97 cm\(^{-1}\), about 0.9 percent, above the measured value. With four-component spinors in the correlation step the splitting is 10635 cm\(^{-1}\), so the approximation of part (b) matters little here.

The change from Koopmans' value is \(\Sigma_{3/2}-\Sigma_{1/2}\). Its two parts are

\[
-0.079307+0.082779=+0.003472,\qquad 0.070310-0.078080=-0.007770 ,
\]

or +762 and −1705 cm\(^{-1}\), which add to −943 cm\(^{-1}\). Lost pair correlation widens the splitting, and the two-hole part narrows it more strongly.

The energy dependence of \(\Sigma\) accounts for most of the net change. Suppose that both spinors had one common, linear function \(\Sigma(\omega)\). Subtracting their Dyson equations would give

\[
\Delta=\Delta_{\rm K}+\Sigma'\Delta\quad\Longrightarrow\quad\Delta=\frac{\Delta_{\rm K}}{1-\Sigma'}=Z\,\Delta_{\rm K}.
\]

The two pole strengths yield \(0.9230\times11577=10686\) and \(0.9284\times11577=10748\) cm\(^{-1}\). This estimate covers 891 or 829 of the 943 cm\(^{-1}\). In this picture the spin–orbit splitting of the hole is scaled down by the pole strength. \(Z\) is not simply the weight of the one-hole determinant in the ion: about 30 percent of \(-\Sigma'\) comes from the two-virtual terms, which describe correlation in the neutral atom.

The functions are not the same term by term, however. At lower \(\omega\) the two-virtual denominators are larger in magnitude, so equal couplings would make that part smaller for 5p\(_{1/2}\). The table shows it larger, so the couplings must differ. That the estimate with one common function still comes close to the computed splitting is a numerical finding for Xe.

## Part (g): how much does the agreement prove?

*With virtual functions up to \(l=2,3,4,5\), the correlated splitting is 10304, 10511, 10605 and 10634 cm\(^{-1}\). If 5s and 5p are the only occupied shells correlated, it is 10331 cm\(^{-1}\). Judge how well the correlated splitting is determined.*

**Answer.** The steps with \(l\) are +207, +94 and +29 cm\(^{-1}\). They decrease, but the last one is still 29 cm\(^{-1}\), so convergence at \(l=5\) is not shown. The four values differ from the measured one by −233, −26, +68 and +97 cm\(^{-1}\). The \(l=3\) value is the closest, so closeness to experiment is no test of convergence. By part (d), functions beyond \(l=5\) enter through the two-virtual sum. The radial basis is not converged either. A denser set of Gaussians (exponent ratio 2.0 in place of 2.3, with tighter functions), used with four-component spinors, gives 11582 cm\(^{-1}\) for Koopmans' splitting, 10649 cm\(^{-1}\) for the correlated one at \(l=5\), and 313 in place of 303 cm\(^{-1}\) for the inner-shell effect below. Adding \(l=6,7,8\) raises the splitting by a further 14, 6 and 4 cm\(^{-1}\), to 10673 cm\(^{-1}\), and both ionization energies end about 0.003 hartree above those of part (f). The last digits in part (f) therefore belong to the basis used there.

Correlating the inner shells raises the splitting by \(10634-10331=303\) cm\(^{-1}\), about a third of the size of the net correlation shift of 943 cm\(^{-1}\). A valence-only treatment therefore overestimates that shift noticeably, at least with this self-energy.

The energy at which \(\Sigma\) is taken also matters. If \(\Sigma\) is evaluated at \(\varepsilon_p\), as in part (c), then

\[
\Delta=(0.492563+0.005089)-(0.439813+0.009687)=0.048152\ \text{hartree},
\]

or 10568 cm\(^{-1}\). This is 66 cm\(^{-1}\) below the Dyson result. Both choices are correct through second order. Since \(\Sigma\) is itself of second order, they differ only from fourth order on. Their difference therefore says nothing about the third-order terms, which are missing from both and were not computed.

The mean field has basis errors of its own. For a point nucleus the relativistic virial theorem equates the total energy to \(-2c^2\) times the summed norm of the small components. The two sides are −7446.989 and −7446.708 hartree, a relative difference of about \(4\times10^{-5}\). This checks the atom as a whole and does not give the error of the 5p splitting.

The supported conclusion is that second-order correlation lowers Koopmans' splitting by roughly 1000 cm\(^{-1}\) (943 with the Dyson equation, 1009 with \(\Sigma\) taken at \(\varepsilon_p\)) and gives a value between about 10570 and 10670 cm\(^{-1}\), some 30 to 140 cm\(^{-1}\) above the measured one. The basis and the choice between the two second-order forms move this value by tens of cm\(^{-1}\). The effects of the Breit interaction and of higher correlation were not computed, and the agreement says nothing about their individual sizes. The values for the basis of part (f) are listed in the numerical output.

## Table of computed values

```
Random model: first-order change 5.3e-08 (model units)
Random model: second order, diagonalization 0.0606646
Random model: second order, formula         0.0606646
Ne 2p orbital energy, Cartesian code -0.848396 hartree
Ne 2p self-energy, Cartesian code    0.129211 hartree
Ne 2p1/2 self-energy, radial code    0.129212 hartree
Ne 2p3/2 self-energy, radial code    0.129210 hartree
Hydrogen-like Z=54 2p splitting, basis 15.6794 hartree
Hydrogen-like Z=54 2p splitting, Dirac 15.6823 hartree
Xe Gaussians for l=0..5: [23, 20, 14, 8, 7, 6]
Xe exponents: smallest 0.04, largest 3.631e+06 bohr^-2
Xe mean-field total energy -7446.989 hartree
Xe energy from virial theorem -7446.708 hartree
Largest 2c-4c difference of 5p energies 1.3e-10 hartree
Change of 5p3/2 self-energy with m 5.2e-17 hartree
5p1/2 spinor energy -0.492563 hartree
5p1/2 self-energy at spinor energy -0.005089 hartree
5p1/2 self-energy at solution -0.004699 hartree
5p1/2   part with two virtuals -0.082779 hartree
5p1/2   part with two holes    0.078080 hartree
5p1/2 correlated ionization energy 0.497262 hartree
5p1/2 pole strength 0.9230
5p3/2 spinor energy -0.439813 hartree
5p3/2 self-energy at spinor energy -0.009687 hartree
5p3/2 self-energy at solution -0.008997 hartree
5p3/2   part with two virtuals -0.079307 hartree
5p3/2   part with two holes    0.070310 hartree
5p3/2 correlated ionization energy 0.448810 hartree
5p3/2 pole strength 0.9284
Koopmans splitting   11577 cm^-1 = 1.435 eV
Correlated splitting 10634 cm^-1 = 1.318 eV
Measured splitting (given) 10537 cm^-1
Koopmans minus measured   +1040 cm^-1 (+9.9 percent)
Correlated minus measured +97 cm^-1 (+0.9 percent)
Correlated splitting, four-component spinors 10635 cm^-1
Correlated splitting with virtuals up to l=2: 10304 cm^-1
Correlated splitting with virtuals up to l=3: 10511 cm^-1
Correlated splitting with virtuals up to l=4: 10605 cm^-1
Correlated splitting with virtuals up to l=5: 10634 cm^-1
Correlated splitting, only 5s and 5p correlated: 10331 cm^-1
```
